The stability bound on the linear magnetoelectric coefficient

A calculation of voltage-controlled magnetism ends with three numbers for one state of a material: an electric susceptibility χe, a magnetic susceptibility χm and a linear magnetoelectric coefficient α. One must then decide whether to accept them as a set. If α² is larger than the product of the two susceptibilities, in consistent units, the likely causes are a state that is not a free-energy minimum at fixed internal fields, numbers that refer to different conditions, a diamagnetic term or, close to the bound, numerical error. The inequality behind this decision follows from stability, and its conditions tell which of these causes to look for.

Let P and M be small changes of polarization and magnetization from their equilibrium values, each along a chosen axis. Let E be the macroscopic electric field inside the material, and let b = μ0H, where H is the internal magnetic field. The couplings to these fields are −EP and −bM per unit volume. To second order the free energy stored in the material is

W = ½K_ee P² + K_eb PM + ½K_bb M².

Stability at fixed internal fields means that any change (P, M) other than zero costs energy, so W > 0. With M = 0 this gives K_ee > 0, and with P = 0 it gives K_bb > 0. The cross term is limited by the choice P = −K_eb M/K_ee, for which

W = ½K_eb²M²/K_ee − K_eb²M²/K_ee + ½K_bb M² = (M²/2K_ee)(K_ee K_bb − K_eb²).

Hence D = K_ee K_bb − K_eb² is positive as well.

In the presence of fields the equilibrium state minimizes W − EP − bM. Setting the derivatives with respect to P and M to zero gives

K_ee P + K_eb M = E,
K_eb P + K_bb M = b.

To solve for P, multiply the first equation by K_bb, the second by K_eb, and subtract. M is found in the same way:

P = (K_bb E − K_eb b)/D,
M = (−K_eb E + K_ee b)/D.

Writing P = X_ee E + X_eb b and M = X_eb E + X_bb b, we read off

X_ee = K_bb/D, X_bb = K_ee/D, X_eb = −K_eb/D.

One coefficient X_eb describes both the magnetization caused by an electric field and the polarization caused by a magnetic field, because both come from the same cross term in W. Both susceptibilities are positive, and

X_ee X_bb − X_eb² = (K_ee K_bb − K_eb²)/D² = 1/D > 0.

This is the bound, X_eb² < X_ee X_bb. The sign of α is free. Equality is approached when D becomes small compared with K_ee K_bb, that is, when a combined change of P and M costs almost no energy.

The bound also has a direct physical reading. Apply b, and adjust E to −X_eb b/X_ee so that P stays zero. The magnetization is then

M = (X_bb − X_eb²/X_ee) b = b/K_bb.

The bracket is the magnetic susceptibility at clamped polarization. Magnetoelectric coupling makes it smaller than X_bb, whatever the sign of the coupling, and stability keeps it positive.

For the units, take the SI definitions P = ε0χe E, M = χm H and α = μ0 ∂M/∂E = ∂P/∂H. Since b = μ0H,

X_ee = ε0χe, X_bb = χm/μ0, X_eb = α/μ0.

Inserting these and multiplying by μ0² gives α² < ε0μ0χeχm, or

(cα)² < χeχm,

in which all quantities are dimensionless. In atomic units ε0 = 1/4π and μ0 = 4π/c², with c about 137, so χe = 4πX_ee, χm = 4πX_bb/c² and cα = 4πX_eb/c. The factors cancel in the ratio

r = X_eb²/(X_ee X_bb) = (cα)²/(χeχm),

which must be below one. For tensors, apply E along axis i and b along axis j, and keep the other internal field components zero. The stored energy is positive for every choice of fields, so the same argument gives (cα_ij)² < χe_ii χm_jj.

Positivity of W can itself be derived when the fields enter the Hamiltonian linearly. Take a sample without depolarizing or demagnetizing fields, such as a long needle with both fields along it, so that the applied fields are also the internal ones. In a film with fields along its normal they differ, and stability in the applied fields alone would not be enough. Let the operators p̂ and m̂ be the total electric and magnetic moments, and let Ĥ = Ĥ0 − E p̂ − b m̂. For a density matrix ρ define

Φ[ρ] = Tr(ρĤ) + kT Tr(ρ ln ρ).

The thermal state is ρ_th = exp(−Ĥ/kT)/Z, with free energy F = −kT ln Z. Substituting Ĥ = F − kT ln ρ_th gives

Φ[ρ] − F = kT Tr[ρ(ln ρ − ln ρ_th)].

Let ρ have eigenvalues w_i, let ρ_th have eigenvalues v_j, and let c_ij be the squared overlaps of their eigenvectors, whose rows and columns sum to one. The trace is then Σ c_ij w_i ln(w_i/v_j). Since ln y ≥ 1 − 1/y, it is at least Σ c_ij(w_i − v_j) = 1 − 1 = 0. So F is the minimum of Φ over all ρ. For each fixed ρ, Φ is a straight-line function of E and b, and a minimum over such functions is concave. The matrix X, which is minus the second derivative of F per volume, therefore has no negative eigenvalue, and r ≤ 1 wherever both susceptibilities are nonzero. Note the signs: the free energy as a function of the fields curves downward, while the stored energy W as a function of P and M curves upward.

This was tested on 200 random five-level systems whose two moment operators were deliberately correlated. The responses were found by differencing the thermal free energy, and they agreed with those computed from the eigenstates at zero field. The largest ratio was 0.996.

Linearity in the fields is a real condition. A moving charge also has an energy proportional to b², the source of diamagnetism. Consider a charged particle on a ring threaded by flux, in units where ħ, its mass and the radius are one. Let n be its angular momentum, φ the flux in flux quanta and b a small change of φ. The kinetic energy is

½(n − φ − b)² = ½(n − φ)² − b(n − φ) + ½b².

The last term is a pure number. It adds ½b² to F, and so subtracts 1 from X_bb = −∂²F/∂b², but leaves X_ee and X_eb unchanged. With a potential −(0.2 + E)cos θ and φ = 0.35, the ground state has X_ee = 1.084 and X_eb = 0.842. Without the b² term X_bb = 1.329, and

r = 0.842²/(1.084 × 1.329) = 0.49.

With it X_bb = 0.329, still positive, and r = 1.99. Nothing is unstable here. The total response no longer derives from a positive stored energy of the form W. Positive susceptibilities are therefore not a sufficient condition. When diamagnetism matters, the bound holds with the paramagnetic part of χm, the part that comes from the linear coupling. For charges that move in two or three dimensions, this part depends on the gauge of the vector potential, for example on its origin. The bound holds for each fixed choice, and it is tightest where the paramagnetic part is smallest.

A bilayer of CrI3 shows how far below the ceiling a coefficient can lie. Its two layers carry opposite magnetizations normal to the film. We treat each Cr moment as an Ising-like spin 3/2 in mean field, with reduced moment σ = ±1 or ±1/3. Let s1 and s2 be the layer averages, N = 2 the number of Cr atoms per layer and cell, and μ the full moment of one atom. An electric dipole p per cell strengthens the exchange J in one layer and weakens it in the other. The free energy per cell is

F = Σ_l N[−½J s_l² − T S(s_l)] + N J_i s1 s2 + p²/2a − ½N g p(s1² − s2²) − Ep − N μ b(s1 + s2).

Here J_i is the interlayer exchange, a the polarizability, g the coupling and S the entropy of one spin. For weights exp(xσ) the mean moment is

s = L(x) = [sinh x + ⅓ sinh(x/3)]/[cosh x + cosh(x/3)],

and with z = Σ exp(xσ) the entropy term is −TS = kT(xs − ln z). Because d ln z/dx = s, its derivative with respect to s is kTx. Minimizing F therefore gives

kTx1 = (J + gp)s1 − J_i s2 + μb,
kTx2 = (J − gp)s2 − J_i s1 + μb,
p/a = E + ½N g(s1² − s2²).

At zero field s1 = s, s2 = −s and p = 0. For small fields write s1 = s + u and s2 = −s + u. A change u alters x by u/L′, where L′ is the slope of L at the equilibrium point. To first order both layer equations become

(kT/L′)u = Ju + gsp − J_i u + μb,

which confirms that one u serves for both layers. With κ = kT/L′ − J + J_i, and with s1² − s2² = 4su, the equations reduce to

κu = gsp + μb,
p/a = E + 2N g s u.

Eliminate p from the first and u from the second, and define r = 2N g²s²a/κ:

κ(1 − r)u = g s a E + μb,
(1 − r)p = a(E + 2N g s μ b/κ).

The magnetic moment per cell is m = 2Nμu, so

∂p/∂E = a/(1 − r),
∂m/∂b = 2Nμ²/[κ(1 − r)],
∂m/∂E = 2N μ g s a/[κ(1 − r)].

The square of the last expression divided by the product of the first two is 2N g²s²a/κ, so r is indeed the ratio defined earlier.

The inputs are rough typical values. The lattice constant is 6.9 Å and the layer spacing 6.6 Å, which gives a bilayer 1.32 nm thick and a cell volume of 544 Å³. The exchange energies are J = 0.0069 eV and J_i = 0.0001 eV, and μ = 1.737×10⁻⁴ eV/T. The susceptibility without coupling is set to 3, so a = 9.02 e Å²/V. The coupling is an assumption: J changes by 5 % at 10 MV/cm, which means g = 3.82×10⁻⁴ eV/(e Å). At 30 K the model gives s = 0.804 and κ = 0.00978 eV, so that

r = 2 × 2 × (3.82×10⁻⁴)² × 0.804² × 9.02/0.00978 = 3.5×10⁻⁴.

The factor 1 − r can be dropped at this accuracy. The magnetoelectric response per cell is

∂m/∂E = 2 × 2 × 1.737×10⁻⁴ × 3.82×10⁻⁴ × 0.804 × 9.02/0.00978 = 1.97×10⁻⁴ e Å/T.

Multiplying by μ0 and dividing by the cell volume gives α = 7.3 ps/m, or cα = 0.0022. With χe = 3.00 and χm = 0.00457 the ceiling is

cα < √(3.00 × 0.00457) = 0.117, or α < 390 ps/m.

The coefficient is thus 1.9 % of its ceiling, which agrees with √r. The ceiling is no estimate of α: at small r it hardly depends on g, while α is proportional to g. In a test, the full nonlinear equations solved at small fields reproduced the responses of the linearized model. The numerical output lists the intermediate values, including those in atomic units.

Temperature changes both quantities, with the other parameters held fixed. At 10 K α is 0.21 ps/m and the ceiling 60 ps/m; at 40 K they are 21 ps/m and 833 ps/m. On cooling from 40 K, the moments saturate, L′ becomes small and κ grows. Since α varies as s/κ and the ceiling as 1/√κ for small r, α falls faster. The opposite limit is the ordering temperature T_N. There s = L′(0)x with L′(0) = (1 + 1/9)/2 = 5/9, and the zero-field layer equation kTx = (J + J_i)s gives

kT_N = (5/9)(J + J_i),

or 45 K. At that point kT/L′ = J + J_i and κ = 2J_i, which is finite, while s vanishes. In this mean-field model α therefore goes to zero at T_N although the ceiling does not, and α must have a maximum below T_N.

To see the bound approached, hold the temperature at 30 K and raise g alone. At r = 0.5 the results are χe = 6.0, χm = 0.0091 and α = 552 ps/m. At r = 0.9 they are 30, 0.046 and 3700 ps/m. All three responses contain the factor 1/(1 − r), which diverges as one combination of p and u becomes soft; α contains a further factor g. The coefficient has passed the earlier 390 ps/m without violating anything, because the ceiling has risen too.

These numbers expose a practical trap. Suppose α is taken from the full calculation, but χe is computed with the spins held fixed and χm with the dipole held fixed. The two clamped susceptibilities lack the factor 1/(1 − r), and the apparent ratio is

r/(1 − r)².

It equals one when r² − 3r + 1 = 0, that is at r = (3 − √5)/2 = 0.38, and it reaches 90 at r = 0.9, although the state is still a local free-energy minimum. All three responses must therefore be calculated with the same variables free to relax, and all isothermally at the same temperature. In general, an isothermal α combined with adiabatic susceptibilities can also give an apparent ratio above one. Polarizable parts of the material that couple neither to the spins nor to the dipole p also belong to the full χe. They add to χe but not to α, and so lower the ratio. Parts that act on p through local fields change α as well, and can raise or lower the ratio.

Beyond r = 1 the formulas give negative susceptibilities, and the antiparallel state is no longer a minimum. At r = 1.2 a shift of both layer moments by 0.001 grew until s1 + s2 = 0.90, a state with net magnetization. At r = 0.9 the same shift died away, so the antiparallel state is a local minimum there. It is no longer the lowest one: a state with unequal layer moments lies about 0.02 meV per cell below it. The bound needs only a local minimum. The instability needs a coupling about 54 times the working one. The exchange would then change by more than its own size at 10 MV/cm, so this limit illustrates the theorem and is not a design target.

How does the example stand beside a real bilayer? The antiparallel order, an ordering temperature near 45 K and a layer-flip field of some tenths of a tesla (J_i/μ = 0.58 T here at zero temperature, and less at 30 K) are in the regime of CrI3. The ordering temperature confines the effect to low temperature. The strength of the exchange modulation is not established here, and α is proportional to it at small r. One assumption plainly broken is mean field, since each Cr atom has three neighbours in its layer and their spins are correlated. A Bethe lattice, a branching network with three neighbours per site and no closed loops, includes part of this correlation. If ν(σ) is the weight that one branch gives to its root spin, then

ν(σ) ∝ Σ_σ′ exp(jσσ′/kT) w(σ′) ν(σ′)²,

because the next spin σ′ has two further branches. Here j is the bond energy and w contains b and the other layer, which is still treated in mean field; the site itself has weight wν³. We choose j so that an isolated layer orders at the same 45 K, and keep the relative modulation, χe and J_i fixed. The bond rises from 0.0023 eV to 0.0034 eV. At 30 K s becomes 0.93, χm falls to 0.0016, and α drops from 7.3 to 3.6 ps/m, with a ceiling of 229 ps/m. At 30 K, and with the isolated correlated layer set to order at 45 K, the correlated estimate is thus half the mean-field one, and the bound keeps a wide margin. The factor is not general. It is about 0.35 at 20 K and 0.83 at 40 K, and it passes one near 44 K. Closer to 45 K it grows steeply, because the mean-field bilayer loses its order, and with it α, at a slightly lower temperature than the correlated one (45.1 K against 46.3 K). This offset comes from matching j to an isolated layer, to which the interlayer exchange then adds. With the bond left at 0.0023 eV, α at 30 K would rise instead of falling.

At a working field of 1 MV/cm the mean-field bilayer has a polarization of 0.27 μC/cm² and μ0M = 0.73 mT. The nonlinear part of M is about 0.01 % of the linear part. An electron crossing the film gains 0.13 eV, well below a rough gap of 1.2 eV. The two would be equal at 9 MV/cm, and the offset between the layer centres, 6.6 Å apart, would reach the gap near 18 MV/cm. Neither figure is a breakdown field, but they show that the 10 MV/cm used to state the coupling is a reference scale, at which leakage and the linear model can no longer be taken for granted. The magnetic field inside a film magnetized along its normal is H = H_applied − M, which reduces the apparent χm by a factor 1/(1 + χm), or 0.5 %.

Diamagnetism can be sized from the energy e²b²(x² + y²)/8m_e of each electron. For a spherical charge cloud the mean of x² + y² is ⅔⟨r²⟩, where ⟨r²⟩ is the mean square distance from the nucleus, so minus the second derivative is −e²⟨r²⟩/6m_e. The 732 electrons of the cell, with a rough ⟨r²⟩ of 0.3 Å², give χ = −2.4×10⁻⁵. This is 0.5 % of the model's spin susceptibility at 30 K and about 22 % of it at 10 K. The 10 K figure reflects the Ising restriction, which freezes out the spin response on cooling. In the real material spin waves keep χm larger at low temperature, so the diamagnetic share is smaller there and the ceiling higher than the model's 60 ps/m. Transverse spin motion and magnetoelectric effects other than exchange modulation are left out. The first can matter as much at 30 K as the correlations discussed above, because the magnetic anisotropy of CrI3 is weak and spin waves are thermally excited. These omitted effects can change α and both susceptibilities, but as long as they enter through linear couplings in a stable equilibrium state, the complete set of responses still obeys the bound. Leakage through the gates is also left out. A state with a steady current is not an equilibrium state, and the derivation does not cover it.

Computed results

```
random quantum systems, largest ratio: 0.9961
ring: flux 0.35 flux quanta, potential 0.2 (reduced units)
ring with b^2 term: X_ee 1.0838, X_bb 0.3292, X_eb 0.8422, ratio 1.9878
ring without b^2 term: X_ee 1.0838, X_bb 1.3292, X_eb 0.8422, ratio 0.4923
CrI3 lattice constant: 6.9 angstrom; layer spacing: 6.6 angstrom
bilayer thickness: 1.32 nm
cell volume: 544.3 angstrom^3; Cr per layer and cell: 2
intralayer exchange J: 0.0069 eV; interlayer J_i: 0.0001 eV
moment per Cr: 1.7365e-04 eV/T
assumed change of J: 5 % at 10 MV/cm
polarizability a: 9.023 e angstrom^2/V
coupling g: 3.823e-04 eV/(e angstrom)
mean-field ordering temperature: 45.1 K
zero-temperature layer flip field J_i/mu: 0.576 T
working temperature: 30 K; kT: 0.00259 eV
layer order s: 0.8042; stiffness kappa: 0.00978 eV
chi_e: 3.0010; chi_m: 4.5653e-03 (SI, dimensionless)
alpha: 7.294 ps/m; c*alpha: 2.1867e-03
ceiling on alpha: 390.4 ps/m; on c*alpha: 0.1170
alpha/ceiling: 0.0187; squared ratio: 3.490e-04
atomic units: X_ee 0.2388, X_bb 6.8222, X_eb 0.0238
T 10 K: s 0.9970, chi_m 1.067e-04, alpha 0.211 ps/m, ceiling 59.7 ps/m
T 30 K: s 0.8042, chi_m 4.565e-03, alpha 7.294 ps/m, ceiling 390.4 ps/m
T 40 K: s 0.5080, chi_m 2.078e-02, alpha 20.978 ps/m, ceiling 833.2 ps/m
critical coupling / working coupling: 53.5
stiffness ratio 0.5: response ratio 0.50000, chi_e 6.00, chi_m 0.0091, alpha 552 ps/m
stiffness ratio 0.9: response ratio 0.90000, chi_e 30.00, chi_m 0.0456, alpha 3703 ps/m
s1+s2 after a kick, stiffness ratio 1.2: 0.901
working field: 1 MV/cm
polarization there: 0.266 uC/cm2
mu0 M there: 7.295e-04 T
nonlinear part of M there: 0.0087 %
Bethe lattice, same ordering temperature: bond 0.00336 eV (mean field 0.00230 eV)
Bethe lattice: s 0.9271, chi_m 1.575e-03, alpha 3.567 ps/m
Bethe ceiling on alpha: 229.3 ps/m
rough mean square electron radius: 0.3 angstrom^2
diamagnetic chi: -2.38e-05; share of chi_m: 0.52 %
demagnetizing correction to chi_m: 0.45 %
energy drop across bilayer: 0.132 eV; rough gap: 1.2 eV
field at which the drop equals the gap: 9.1 MV/cm
```
